# Smearing and Mesh Convergence of Double-Delta Sums for Electron-Phonon Resistivity

On a mesh of 22×22×22 points, the transport coupling of the model below is almost stationary near a Gaussian width of $0.037\,t$, where $t$ is the hopping energy. Raising or lowering the width by about 7% changes the result by less than 0.2%, yet the result is 54% too large. A plateau in the smearing width on one mesh is therefore not enough to establish convergence.

The remedy follows from the order of limits. The safe order is to refine the mesh at fixed width $\sigma$ until the sum has become an integral; after that, $\sigma$ may go to zero. Each limit has its own error law, and together they define a usable window.

### The quantity to be computed

Let $\langle\cdots\rangle$ be an average over the Brillouin zone and $\langle\langle\cdots\rangle\rangle$ an average over two wavevectors $\mathbf k$ and $\mathbf k'=\mathbf k+\mathbf q$. Energies are measured from the Fermi level inside delta functions, and $N_F=\langle\delta(\varepsilon)\rangle$ is the density of states per spin and cell. For a cubic crystal the transport coupling is

$$\lambda_{tr}=\frac{2}{N_F}\Big\langle\Big\langle\sum_\nu\frac{|g_\nu|^2}{\hbar\omega_\nu}\,\frac{|\mathbf v-\mathbf v'|^2}{2\langle v^2\rangle_F}\,\delta(\varepsilon)\delta(\varepsilon')\Big\rangle\Big\rangle ,$$

where $\langle v^2\rangle_F=\langle v^2\delta(\varepsilon)\rangle/N_F$. The velocity factor suppresses scattering that hardly changes the current.

The model is one s band on a simple cubic lattice of constant $a$, with $\varepsilon=-2t\sum_i\cos k_i$ and $k_i$ in units of $1/a$. The Fermi level $E_F=-3t$ gives a closed surface, one $t$ below the van Hove energy $-2t$. The hopping at bond length $d$ is $t\,e^{-\beta(d/a-1)}$. To first order in the displacements $\mathbf u$, a bond along $i$ changes its length by $(\mathbf u_{r+i}-\mathbf u_r)_i$. Because the Hamiltonian contains minus the hopping, the perturbation is

$$V=+\frac{\beta t}{a}\sum_{r,i}(\mathbf u_{r+i}-\mathbf u_r)_i\,(c^\dagger_{r+i}c_r+c^\dagger_r c_{r+i}).$$

For $\mathbf u_r=\mathbf e\,e^{i\mathbf q\cdot\mathbf r}$, the matrix element from $\mathbf k$ to $\mathbf k'$ contains, for each $i$,

$$(e^{iq_i}-1)(e^{-ik'_i}+e^{ik_i})=e^{-ik_i}+e^{ik'_i}-e^{-ik'_i}-e^{ik_i}=2i(\sin k'_i-\sin k_i).$$

The phonon amplitude is $\sqrt{\hbar/2M\omega}$. Isotropic nearest-neighbour springs $K$ give the same equation of motion for all three polarizations, $M\omega^2=K\sum_i(2-2\cos q_i)=KQ^2$, with $Q^2=\sum_i4\sin^2(q_i/2)$. Such springs cost energy under a rigid rotation, which the forces in a real crystal do not; they are chosen only because they make the sum over polarizations simple. Define

$$D=\sum_i(\sin k'_i-\sin k_i)^2,\qquad S=\sum_i\sin^2k_i .$$

The sum over three orthonormal polarizations is then

$$\sum_\nu\frac{|g_\nu|^2}{\hbar\omega_\nu}=\frac{4\beta^2t^2}{a^2}\,\frac{D}{2M\omega^2}=\frac{2\beta^2t^2}{Ka^2}\,\frac{D}{Q^2}.$$

The mass has cancelled. Since $v_i=(2ta/\hbar)\sin k_i$, the velocity factor is $D/(2\langle S\rangle_F)$, and $N_F\langle S\rangle_F=\langle S\,\delta(\varepsilon)\rangle$. Measuring energies in $t$ turns each delta function into $1/t$ times a dimensionless one. The numerator has two and the denominator one, so

$$\lambda_{tr}=\frac{4\beta^2t}{Ka^2}\Lambda,\quad \Lambda=\frac{I}{2P},\quad I=\Big\langle\Big\langle\frac{D^2}{Q^2}\delta\,\delta'\Big\rangle\Big\rangle,\quad P=\langle S\,\delta\rangle .$$

From here to the resistivity, energies and $\sigma$ are in units of $t$.

### Evaluating the double sum

Replace each delta function by a normalized Gaussian $G_\sigma$ of standard deviation $\sigma$, and write $f(\mathbf k)=G_\sigma(\varepsilon_{\mathbf k}-E_F)$. A direct sum over pairs costs $N^6$ operations. With $s_i=\sin k_i$ one has $D=S+S'-2\,\mathbf s\cdot\mathbf s'$, hence

$$D^2=S^2+S'^2+2SS'+4(\mathbf s\cdot\mathbf s')^2-4(S+S')\,\mathbf s\cdot\mathbf s'.$$

Each term is a sum of products of a function of $\mathbf k$ and a function of $\mathbf k'$. Let $W(\mathbf q)=1/Q^2$ for $\mathbf q\ne0$ and $W(0)=0$. The latter is correct here because $D^2$ is of fourth order in small $q$ and $Q^2$ of second order. Define

$$T[a,b]=N^{-6}\sum_{\mathbf k,\mathbf q}W(\mathbf q)\,a(\mathbf k)\,b(\mathbf k+\mathbf q).$$

The two squares $S^2$ and $S'^2$ contribute equally, as do the two parts of the last term. Cubic symmetry reduces the component sums: $(\mathbf s\cdot\mathbf s')^2$ has three equal diagonal and six equal off-diagonal terms. Therefore

$$\begin{aligned}I={}&2T[fS^2,f]+2T[fS,fS]+12T[fs_x^2,fs_x^2]\\&+24T[fs_xs_y,fs_xs_y]-24T[fSs_x,fs_x].\end{aligned}$$

Now let $\hat a(\mathbf R)=\sum_{\mathbf k}a(\mathbf k)e^{-i\mathbf k\cdot\mathbf R}$. Insert $b(\mathbf k+\mathbf q)=N^{-3}\sum_{\mathbf R}\hat b(\mathbf R)e^{i(\mathbf k+\mathbf q)\cdot\mathbf R}$. Because $a$ is real, the sum over $\mathbf k$ gives $\hat a^*(\mathbf R)$; because $W$ is even, the sum over $\mathbf q$ gives $\hat W(\mathbf R)$. Thus

$$T[a,b]=N^{-9}\sum_{\mathbf R}\hat W(\mathbf R)\,\hat a^*(\mathbf R)\,\hat b(\mathbf R),$$

at the cost of a few fast Fourier transforms, of order $N^3\log N$. For $N=6$ this agrees with the explicit pair sum.

The coupling without the velocity factor needs more care. Its kernel $D/Q^2$ tends to $\sum_i\cos^2k_i\,q_i^2/\sum_iq_i^2$, which depends on the direction of $\mathbf q$. Averaged over a cubic cell around $\mathbf q=0$ it is $\frac13\sum_i\cos^2k_i$, since each $q_i^2/q^2$ averages to one third. Dropping the $\mathbf q=0$ term would remove $N^{-3}\langle f^2\,\tfrac13\sum_i\cos^2k_i\rangle$. As $\int G_\sigma^2\,d\varepsilon=1/(2\sqrt\pi\,\sigma)$, this loss scales as $1/(N^3\sigma)$ as long as the mesh still resolves the Gaussian. Within that range it grows when $\sigma$ is reduced on a fixed mesh.

### The lower edge: sampling error

The density of states shows the mechanism. Write the Gaussian as an integral over a time-like variable,

$$G_\sigma(E_F-\varepsilon)=\int_{-\infty}^{\infty}\frac{d\tau}{2\pi}\,e^{i(E_F-\varepsilon)\tau}e^{-\sigma^2\tau^2/2}.$$

The factor $e^{-i\varepsilon\tau}$ is a product of three factors $e^{2i\tau\cos k_i}$. With $e^{iz\cos k}=\sum_n i^nJ_n(z)e^{ink}$, the mesh average keeps those $n$ that are multiples of $N$:

$$\frac1N\sum_k e^{2i\tau\cos k}=J_0(2\tau)+\sum_{m\neq0}i^{mN}J_{mN}(2\tau).$$

The first term is the integral over $k$. It gives the smeared density of states without mesh error,

$$n_\sigma=\frac1\pi\int_0^\infty d\tau\,\cos(E_F\tau)\,J_0(2\tau)^3e^{-\sigma^2\tau^2/2}.$$

The other terms are the mesh error. For large $N$, $J_N(2\tau)$ is very small until $2\tau$ comes close to $N$. At $\tau=N/2$ the Gaussian factor is $e^{-\sigma^2N^2/8}$. With the hopping restored, the error scale is

$$e^{-s^2/2},\qquad s=\frac{\sigma N}{2t}.$$

Physically, a mesh of $N$ points per direction describes a periodic crystal $N$ cells long. The largest velocity component is $2t$ in these units, so a wave packet needs a time of at least about $N/2t$ to go round and return. Smearing must suppress times that long. For another band, the same argument suggests replacing $2t$ by the largest slope $|\partial\varepsilon/\partial k_i|$.

The exponential gives the scale, without the prefactor. At finite $\sigma$, $J_N$ also leaks to times somewhat below $N/2$, where the Gaussian is larger. The largest relative errors found were:

| $s$ | $e^{-s^2/2}$ | density of states | $\Lambda$ |
|---|---|---|---|
| 2 | $1.4\times10^{-1}$ | $1.2\times10^{-2}$ | $1.4\times10^{-2}$ |
| 3 | $1.1\times10^{-2}$ | $7.1\times10^{-4}$ | $8.2\times10^{-4}$ |
| 4 | $3.4\times10^{-4}$ | $1.3\times10^{-5}$ | $1.6\times10^{-5}$ |

The density of states is compared with the Bessel integral on meshes with $N=32$, 40 and 56, and $\Lambda$ for $N=32$ and 40 with its value at $N=100$ and the same $\sigma$. On these meshes the errors lie below the exponential and fall somewhat faster, so here the law is a cautious guide. The error oscillates with $N$, and other meshes of similar size give errors in the density of states two to four times larger than those tabulated, still below the exponential. On much coarser meshes the leakage is stronger and the fall can be slower; for $N=6$ or 8 at $s=4$ the error in the density of states exceeds the exponential.

For $\Lambda$ the law carries over through the Gaussian factors, but the kernel $D^2/Q^2$ is not smooth at $\mathbf q=0$. Power counting gives an additional absolute error in $I$ of order $N^{-5}/\sigma$: a cell volume $N^{-3}$, a kernel of order $N^{-2}$ and the factor $1/\sigma$ from $\langle f^2\rangle$. At the accuracy of the table it is not visible as a separate contribution.

### What the wrong order of limits gives

Keep $N$ fixed and let $\sigma\to0$. Suppose first that no mesh energy equals $E_F$, and let $\Delta$ be the distance of the nearest level. Its Gaussian dominates all others. It enters $I$ twice and $P$ once, so

$$\Lambda_N(\sigma)\propto G_\sigma(\Delta)\propto\frac{e^{-\Delta^2/2\sigma^2}}{\sigma}\to0 .$$

For $N=16$ the distance is $0.055\,t$. At $\sigma=0.004\,t$ the computed $\Lambda$ is of order $10^{-40}$ of the correct value.

If a level lies at $E_F$, the same counting with $\Delta=0$ gives $\Lambda_N\propto1/\sigma$, provided that $D$ is nonzero for some pair of points in that level. A level lies at $E_F$ whenever $N$ is divisible by 3, because $(0,0,2\pi/3)$ is then on the mesh and $-2t(1+1-\tfrac12)=-3t$. The same is true whenever $N$ is divisible by 10, since $\cos0+\cos(\pi/5)+\cos(3\pi/5)=\tfrac32$. For $N=24$ and $\sigma=0.004\,t$, $\Lambda$ is 3.84 times too large.

Between the small-$\sigma$ regime and the converged one, $\Lambda_N(\sigma)$ can pass through maxima and minima. The false plateau at $N=22$ is such a point. There $s=0.037\times22/2\approx0.4$, far below the range in which the sampling error is small.

### The upper edge: smearing bias

Now let $N\to\infty$ at fixed $\sigma$. Let $F(e,e')$ be the double integral $I$ with its two delta functions placed at energies $e$ and $e'$. Then

$$I(\sigma)=\int de\,de'\,G_\sigma(e-E_F)\,G_\sigma(e'-E_F)\,F(e,e').$$

Expand $F$ about $E_F$. The linear terms vanish because the Gaussians are even, and the mixed term vanishes because the two deviations are independent. Each squared deviation averages to $\sigma^2$. Since $F(e,e')=F(e',e)$, the two second derivatives are equal at $e=e'=E_F$, and

$$I(\sigma)=I+\sigma^2F_{ee}+\cdots,\qquad P(\sigma)=P+\tfrac12\sigma^2P''+\cdots .$$

Dividing, and keeping terms up to $\sigma^2$,

$$\Lambda(\sigma)=\Lambda_0\left[1+c\,\sigma^2+\cdots\right],\qquad c=\frac{F_{ee}}{I}-\frac{P''}{2P}.$$

The bias measures the curvature of the Fermi-surface integrals as functions of energy, since their linear change drops out. The contributions of the numerator and denominator can partly compensate. The expansion requires $\sigma$ to be small compared with the distance to a van Hove energy, here $t$. By power counting, the nonanalytic kernel may add a term of order $\sigma^4\ln\sigma$, so the next correction need not be a pure fourth power.

Both sides can be computed separately. Second differences of surface integrals at neighbouring energies give $c=0.0156/t^2$. On the mesh, let $\delta(\sigma)=\Lambda(\sigma)/\Lambda_0-1\approx c\sigma^2+d\sigma^4$. In $16\,\delta(\sigma)-\delta(2\sigma)$ the fourth powers cancel and $(16-4)c\sigma^2$ remains, so

$$c\approx\frac{16\,\delta(\sigma)-\delta(2\sigma)}{12\sigma^2}.$$

With $\sigma=0.15\,t$ this gives $0.0147/t^2$, a difference of $0.0009/t^2$. Neither estimate is exact: the second differences use a finite step of $0.1\,t$, and the combination above does not remove terms in $\sigma^6$ or $\sigma^4\ln\sigma$. At $\sigma=0.2\,t$ such a difference changes $\Lambda$ by a relative $4\times10^{-5}$.

### Taking both limits together

For widths small enough that the quadratic term dominates the bias, the two errors suggest the estimate

$$\left|\frac{\Lambda_N(\sigma)}{\Lambda_0}-1\right|\lesssim |c|\sigma^2+A\,e^{-s^2/2},$$

with a prefactor $A$ that varies slowly compared with the exponential. If $\sigma$ is reduced in proportion to $1/N$, then $s$ stays constant and the exponential no longer improves. The error can then fall only through $A$. The mesh error contains integrals of $e^{iN\mathbf R\cdot\mathbf k}$ over the Fermi surface, with integer vectors $\mathbf R\ne0$; on a curved surface their phases largely cancel, and the stationary points leave a contribution of order $1/N$. This is slow convergence. To make the sampling error fall faster, let the product $\sigma N$ grow. For example, $s=2\sqrt{\ln N}$ makes the exponential equal to $N^{-2}$. The width is then $\sigma=4t\sqrt{\ln N}/N$, and the bias falls as $\ln N/N^2$.

Without knowledge of $c$ and $A$, the following procedure can be used to search for the window. If it finds none, the widths may be too widely spaced or the meshes too coarse: add intermediate widths, or use denser meshes to reach smaller ones.

1. Compute $\Lambda_N(\sigma)$ for several widths and meshes. Avoid using a single family of mesh sizes, such as only multiples of 3 or only multiples of 10 in this model, because its members can share an alignment with the Fermi level.
2. Accept a width if the three densest meshes agree within 0.1%. This is a test in $N$ at fixed $\sigma$.
3. Start at the smallest accepted width and extend the window upwards while the widths remain accepted and $\Lambda$ on the densest mesh stays within 2% of its first value.
4. Require at least three widths. Fit a straight line in $\sigma^2$ to the three smallest and take its value at $\sigma=0$.

The tolerances are choices and should follow the accuracy required. Agreement of three meshes can still be accidental, so the accepted widths should also have a reasonable $s$. The widths in the fit must also be small enough for the quadratic law. In this model, a fit to $0.40$, $0.60$ and $0.90\,t$ on the densest mesh would give $\Lambda=0.0582$, which is 0.6% too large.

### Reading the numbers

Part of the computed table of $\Lambda_N(\sigma)$ is:

| $N$ | $\sigma=0.05\,t$ | $0.10\,t$ | $0.20\,t$ | $0.40\,t$ |
|---|---|---|---|---|
| 24 | 0.0623 | 0.0617 | 0.0584 | 0.0582 |
| 40 | 0.0541 | 0.0571 | 0.0579 | 0.0582 |
| 56 | 0.0577 | 0.0579 | 0.0579 | 0.0582 |
| 100 | 0.0579 | 0.0579 | 0.0579 | 0.0582 |

Down a column one sees sampling error; along the last row one sees mainly bias. At $\sigma=0.05\,t$ the three densest meshes, $N=56$, 80 and 100, still differ by 0.49%, and this width is rejected. At $0.10\,t$ they differ by 0.028%. The least dense of the three has $s=0.10\times56/2=2.8$ there.

The window runs from $0.10\,t$ to $0.90\,t$, the largest width computed. The 2% criterion therefore never closed it, and its upper edge was not located. This flatness does not show that the quadratic law holds throughout. At $0.6\,t$ that law predicts a bias of $0.0156\times0.36=0.6\%$, while the table in the numerical output gives $0.05866/0.05788-1=1.3\%$. Restricting the fit to the smallest widths avoids this region.

The fit uses $0.10$, $0.15$ and $0.20\,t$ and gives $\Lambda=0.05788$. For comparison, the Fermi surface can be integrated without smearing or mesh. In polar coordinates the delta function fixes the radius $r$ in each direction, and

$$\langle h\,\delta(\varepsilon)\rangle=\int\frac{d\Omega}{(2\pi)^3}\,\frac{r^2\,h}{\partial\varepsilon/\partial r}.$$

This quadrature gives $I=0.013859$ and $P=0.119722$, so $\Lambda_0=0.013859/(2\times0.119722)=0.05788$. The extrapolated value agrees with it to better than 0.01%, which is also the level to which the quadrature was checked against a coarser set of points. This agreement concerns the numerical error of the sum; it says nothing about the accuracy of the model.

### From the coupling to the resistivity

Assume that $k_BT$ exceeds the phonon energies, so that absorption and emission together carry the factor $2k_BT/\hbar\omega$, and that both phonon energies and $k_BT$ are negligible on the electronic scale. Write the change of the distribution as $-eE\,\Phi\,(-\partial f_0/\partial\varepsilon)$ for a field $E$ along $x$. The linearized Boltzmann equation becomes $C\Phi=v_x$, where $C\Phi=\sum_{\mathbf k'}R_{\mathbf k\mathbf k'}(\Phi-\Phi')$ and $R$ is the golden-rule rate. With two spins, the conductivity is $(2e^2/a^3)\langle v_x\Phi\,\delta(\varepsilon)\rangle$.

Take the trial form $\Phi=\tau v_x$ and project the equation on $v_x$. Since $R$ is symmetric, exchanging $\mathbf k$ and $\mathbf k'$ gives

$$\langle v_xCv_x\delta\rangle=\frac12\,\frac{2\pi}{\hbar}\,2k_BT\Big\langle\Big\langle\sum_\nu\frac{|g_\nu|^2}{\hbar\omega_\nu}(v_x-v'_x)^2\delta\delta'\Big\rangle\Big\rangle .$$

By the definition of $\lambda_{tr}$ and cubic symmetry, the double average equals $\lambda_{tr}\langle v_x^2\delta\rangle$. Hence $1/\tau=2\pi\lambda_{tr}k_BT/\hbar$. With $\langle v_x^2\delta(\varepsilon)\rangle=4ta^2P/(3\hbar^2)$, where $P$ is the dimensionless number above,

$$\rho=\frac{a^3}{2e^2\tau\langle v_x^2\delta\rangle}=\frac{3\pi\hbar a\,k_BT\,\lambda_{tr}}{4e^2\,t\,P}.$$

Take round parameters that stand for no particular metal: $t=1$ eV, $a=0.3$ nm, $\beta=3$, $K=30$ N/m, $M=100$ u and $T=600$ K. Then $Ka^2=16.852$ eV, and

$$\lambda_{tr}=\frac{4\times9\times1}{16.852}\times0.05788=0.1236 .$$

With $k_BT=0.0517$ eV and the constant $\hbar/e^2=4108\ \Omega$,

$$\rho=\frac{3\pi\,(4108\ \Omega)(3\times10^{-10}\ \mathrm m)(0.0517)(0.1236)}{4\times0.1197}=1.55\times10^{-7}\ \Omega\,\mathrm m,$$

or 15.5 µΩ cm.

Two approximations can be assessed. First, the Cauchy–Schwarz inequality for the positive operator $C$ gives $\langle v_xv_x\delta\rangle^2\le\langle v_xCv_x\delta\rangle\langle v_x\Phi\delta\rangle$ for the solution $\Phi$, so the trial form cannot underestimate the resistivity. Solving the full equation on the surface points gives 0.9947 of the trial value, a reduction of 0.5%.

Second, phonon energies are finite. Let $x=\hbar\omega/k_BT$ and let $n$ be the Bose occupation. Since $\int d\varepsilon\,f(\varepsilon)[1-f(\varepsilon+\hbar\omega)]=\hbar\omega(n+1)$, absorption contributes $\hbar\omega\,n(n+1)/k_BT$, and emission the same. Relative to $2k_BT/\hbar\omega$, each mode carries the factor

$$x^2n(n+1)=\left[\frac{x/2}{\sinh(x/2)}\right]^2 .$$

For the highest phonon energy, 30.65 meV, it is 0.971, and it is closer to one for every softer mode. Within the trial form this correction lowers $\rho$ by at most 2.9%. At temperatures where $x$ is no longer small, the factor must be kept inside the double sum, and the resistivity is no longer proportional to $T$.

## Calculated quantities

```
Fermi energy (t): -3.0
FFT / explicit pair sum, N=6, sigma=0.6 t: 0.0124009 / 0.0124009
Table of Lam (dimensionless); columns sigma (t), rows N
  N     0.05    0.10    0.15    0.20    0.30    0.40    0.60    0.90
  24 0.06234 0.06166 0.05957 0.05842 0.05802 0.05819 0.05866 0.05874
  32 0.05893 0.05864 0.05803 0.05793 0.05801 0.05819 0.05866 0.05874
  40 0.05408 0.05711 0.05786 0.05792 0.05801 0.05819 0.05866 0.05874
  56 0.05766 0.05787 0.05790 0.05792 0.05801 0.05819 0.05866 0.05874
  80 0.05759 0.05789 0.05790 0.05792 0.05801 0.05819 0.05866 0.05874
 100 0.05788 0.05789 0.05790 0.05792 0.05801 0.05819 0.05866 0.05874
Spread of three densest meshes (%), same columns:
       0.494   0.028   0.000   0.000   0.000   0.000   0.000   0.000
Window sigma (t): 0.10 to 0.90
Sigmas in the fit (t): 0.10, 0.15, 0.20
Fit slope of Lam (1/t^2): 0.00114
Lam extrapolated: 0.05788
Lam surface quadrature, 48x96 points: 0.05788
Lam surface quadrature, 32x64 points: 0.05788
Deviation of extrapolated Lam (%): -0.004
I surface (1/t^2): 0.013859
P surface (1/t): 0.119722
Density of states per spin and cell (1/t): 0.07378
Relative bias coefficient, surface (1/t^2): 0.0156
Relative bias coefficient, mesh (1/t^2): 0.0147
s, exp(-s^2/2), max rel. error of DOS, of Lam:
  2  1.35e-01  1.19e-02  1.35e-02
  3  1.11e-02  7.14e-04  8.16e-04
  4  3.35e-04  1.30e-05  1.61e-05
Nearest level to E_F (t), N=16: 0.0551, N=24: 0.0e+00
Lam/Lam_surface at sigma=0.004 t, N=16: 7.2e-41, N=24: 3.84
False plateau: N=22, sigma=0.037 t, Lam=0.08935
  its error (%): 54.4
  change to next sigma, ratio 1.069 (%): 0.14
t (eV): 1.0, a (nm): 0.3, beta: 3.0
K (N/m): 30, M (u): 100, T (K): 600
K a^2 (eV): 16.852
4 beta^2 t/(K a^2): 2.1362
lambda_tr: 0.1236
k_B T (meV): 51.70
Highest phonon energy (meV): 30.65
Thermal factor at highest phonon: 0.9712
Resistivity (microohm cm): 15.506
Resistivity (ohm m): 1.551e-07
Full Boltzmann / trial resistivity: 0.9947
```
